\section*{When many-body dispersion strengthens binding and when it weakens it}

\section{The argument under review}

The argument runs as follows. A sum of pair energies treats each pair of atoms as if it were alone. In an assembly, a third atom responds to the fluctuating field between the other two and screens it. The triple-dipole coefficient $C_9$ is positive, and the energy of an equilateral triangle confirms that the triple term is repulsive. Hence many-body corrections weaken dispersion binding, whatever the arrangement.

The triangle result is right. The inference has two gaps: a positive coefficient does not fix the sign of the geometrical factor that multiplies it, and a third atom need not oppose the field that acts on it. The question is which arrangements give which sign, and up to what coupling.

\section{Model and definition}

I use identical isotropic dipole oscillators of static polarizability $\alpha$ and frequency $\omega$ at fixed positions, in atomic units. Overlap, damping, higher multipoles and retardation are left out, so ``binding'' here means the dispersion energy of this model at fixed geometry.

Let $\xi_i$ be the mass-weighted displacement of oscillator $i$. A charge $Q$ of mass $m$ has $\alpha=Q^2/(m\omega^2)$, so its dipole is $\mu_i=Q\xi_i/\sqrt m=\omega\sqrt\alpha\,\xi_i$. The potential energy is
\begin{equation}
V=\tfrac12\omega^2\sum_i\xi_i^2+\tfrac12\sum_{i\ne j}\mu_i\!\cdot T_{ij}\mu_j,\qquad
T_{ij}=\frac{1-3\,nn}{r_{ij}^3},
\end{equation}
with $n$ the unit vector between the atoms. The force-constant matrix is $\omega^2(1+\alpha T)$. If $\lambda_p$ are the eigenvalues of $T$, the mode frequencies are $\omega\sqrt{1+\alpha\lambda_p}$, and the change of zero-point energy is
\begin{equation}
E=\frac{\omega}{2}\sum_p\left[\sqrt{1+\alpha\lambda_p}-1\right].
\label{modes}
\end{equation}
Stability requires $1+\alpha\lambda_p>0$ for all $p$. The many-body energy is
\begin{equation}
E_{\rm MB}=E-\sum_{\rm pairs}E_{\rm pair},
\end{equation}
where $E_{\rm pair}$ is Eq.~\eqref{modes} for the isolated pair, not just its leading term.

For weak coupling, $\sqrt{1+x}=1+x/2-x^2/8+x^3/16-5x^4/128+\dots$ and ${\rm Tr}\,T=0$ give
\begin{equation}
E=\frac{\omega}{2}\left[-\frac{\alpha^2}{8}{\rm Tr}\,T^2+\frac{\alpha^3}{16}{\rm Tr}\,T^3-\frac{5\alpha^4}{128}{\rm Tr}\,T^4+\dots\right].
\label{series}
\end{equation}
Each trace is a sum over closed walks from atom to atom. Walks that visit two atoms add up to the pair energies; walks that visit three or more make up $E_{\rm MB}$.

For one pair, $T$ has eigenvalues $\pm2/r^3$ once and $\pm1/r^3$ twice. Then ${\rm Tr}\,T^2=(8+4)/r^6$, and the leading pair energy is $-C_6/r^6$ with $C_6=\tfrac{\omega}{2}\cdot\tfrac{12}{8}\alpha^2=\tfrac34\omega\alpha^2$.

\section{The sign of the triple term}

Let $a,b,c$ be unit vectors along $1\to2$, $2\to3$, $3\to1$. Multiplying out,
\begin{align}
{\rm tr}\,[(1-3aa)(1-3bb)(1-3cc)]={}&3-9+9\left[(a\!\cdot\! b)^2+(b\!\cdot\! c)^2+(c\!\cdot\! a)^2\right]\nonumber\\
&-27(a\!\cdot\! b)(b\!\cdot\! c)(c\!\cdot\! a).
\end{align}
Each scalar product is minus the cosine of an interior angle. Write $P=\cos A\cos B\cos C$. The product of the three scalar products is $-P$, and since $A+B+C=\pi$, the squares add up to $1-2P$. The trace is therefore $3-9+9-18P+27P=3(1+3P)$. A triple has six closed walks (three starting points, two directions), all with this trace, so
\begin{equation}
E_3=\frac{\omega}{2}\,\frac{\alpha^3}{16}\,\frac{6\cdot3(1+3P)}{(r_{12}r_{23}r_{31})^3}
=C_9\frac{1+3P}{(r_{12}r_{23}r_{31})^3},\qquad C_9=\tfrac{9}{16}\omega\alpha^3 .
\label{atm}
\end{equation}

For the equilateral triangle $P=1/8$ and the factor is $+11/8$. For three atoms in a line the angles are $0,0,\pi$, so $P=-1$ and the factor is $-2$. The coefficient $C_9$ is positive in both cases.

For two equal bonds with angle $\gamma$ between them, each base angle has squared cosine $(1-\cos\gamma)/2$. The factor vanishes when $1+\tfrac32\cos\gamma(1-\cos\gamma)=0$, that is at
\begin{equation}
\cos\gamma=\tfrac12\left(1-\sqrt{11/3}\right),\qquad \gamma=117.2^\circ .
\end{equation}
In this family the triple term is repulsive below that angle and attractive above it.

The line also shows what is wrong with the word ``screens''. Let atom 1 carry a dipole along the line. The dipole it induces on atom 2 is parallel to it, and the field of that dipole at atom 3 adds to the direct field of atom 1. For a dipole across the line, the induced dipole on atom 2 is antiparallel, and its field at atom 3 opposes the direct one. Reinforcement and screening both occur. The couplings are $-2/r^3$ along the line and $+1/r^3$ in each of two directions across it, so a walk over three atoms carries $(-2)^3+1+1=-6$. Reinforcement wins.

\section{Collinear atoms: every order attracts}

For any number of atoms on a line, $T$ separates into $-2t$ for the dipole components along the line and $+t$ for each of the two across it, where $t_{ij}=1/r_{ij}^3>0$ for $i\neq j$. Hence
\begin{equation}
{\rm Tr}\,T^k=\left[(-2)^k+2\right]{\rm Tr}\,t^k .
\end{equation}
The coefficient of $x^k$ in $\sqrt{1+x}$ has the sign $(-1)^{k+1}$. For even $k$ it is negative and the bracket is positive. For odd $k\ge3$ it is positive and the bracket is negative. The product is negative for every $k\ge2$. All walks in ${\rm Tr}\,t^k$ have positive weight, so keeping those that visit at least three atoms, which exist for every $k\ge3$, leaves the sign unchanged.

The series also converges wherever the line is stable. Let $\tau$ be the largest eigenvalue of $t$. Because the entries of $t$ are not negative, no eigenvalue exceeds $\tau$ in magnitude, so $\alpha|\lambda_p|\le2\alpha\tau$. Stability of the mode with $\lambda=-2\tau$ requires $2\alpha\tau<1$. Thus $E_{\rm MB}<0$ for three or more collinear atoms at every stable coupling in this model. This contradicts the general claim under review without any appeal to weak coupling.

\section{Compact clusters: repulsion with a limit}

In an equilateral triangle and in a regular tetrahedron, whose four faces are equilateral, every triple repels. A larger cluster can also contain obtuse and straight triples, and its sign must then be found by summation. I take as an example a centred cuboctahedron of 13 atoms.

The triple term fixes the sign only at weak coupling, and the first correction to it, the fourth order, has the opposite sign. Write
\begin{equation}
{\rm Tr}\,T^4=\sum_{ij}\left\|(T^2)_{ij}\right\|^2,
\end{equation}
where the norm squared is the sum of squared elements of a $3\times3$ block. For $i\ne j$ the block is $\sum_kT_{ik}T_{kj}$ with $k$ different from both, so it involves at least three atoms and contributes a non-negative amount. For $i=j$ the block is $\sum_kP_{ik}$ with $P_{ik}=T_{ik}^2=(1+3nn)/r_{ik}^6$, and
\begin{equation}
\Big\|\sum_kP_{ik}\Big\|^2=\sum_k{\rm tr}\,P_{ik}^2+\sum_{k\ne l}{\rm tr}\,P_{ik}P_{il}.
\end{equation}
The first sum holds the pair walks. The second is positive because the $P_{ik}$ are positive definite. The many-body part of ${\rm Tr}\,T^4$ is therefore positive, and with its coefficient $-5/128$ it attracts in any geometry. The series cannot decide whether the sign reverses before the cluster becomes unstable. In these clusters the many-body terms of orders 3 to 9 alternate in sign, and Eq.~\eqref{series} converges only while $\alpha|\lambda_p|<1$ for all $p$. The largest eigenvalues of $T$, in units of the inverse cube of the nearest-neighbour distance, are $3.5$ for the triangle, $5$ for the tetrahedron and $7.66$ for the 13-atom cluster, so convergence ends at couplings $0.286$, $0.200$ and $0.131$, below the reversals given next. Those have to be computed from Eq.~\eqref{modes}.

With $r$ the nearest-neighbour distance, the many-body energy turns attractive at $\alpha/r^3=0.327$ for the triangle and $0.334$ for the tetrahedron, both with stability limit $0.400$. For the 13-atom cluster it does so at $0.191$, with limit $0.241$. At $\alpha/r^3=0.30$ the many-body energy of the triangle is $-1.35\%$ of its pair energy (the minus sign means weakening), while that of the three-atom line is $+24.7\%$. At $0.38$ the triangle has $+6.7\%$. Undamped point dipoles this close to instability are a property of the model and should not be read as a prediction for atoms.

\section{Stacked layers}

For two layers the relevant quantity is the interlayer part: the energy of the bilayer minus that of the two separate layers. Take square lattices of constant $a$, atom over atom, with $n=1/a^2$ atoms per area and spacing $D$.

\subsection{Weak coupling, distant layers}

Let two atoms of one layer be separated by $r$, and let an atom of the other layer be at distance $R\gg r$, in a direction at angle $\theta$ to their separation. The triangle has angles $\theta$, $\pi-\theta$ and nearly zero, so $P=-\cos^2\theta$ and the triple energy is $C_9(1-3\cos^2\theta)/(r^3R^6)$. If the distant atom has lateral distance $\rho$ and azimuth $\phi$, then $\cos\theta=\rho\cos\phi/R$, and the azimuthal average of $\cos^2\theta$ is $\rho^2/(2R^2)$. Replacing the sum over the distant layer by an integral, with $u=R^2=\rho^2+D^2$,
\begin{align}
n\!\int_0^\infty\! 2\pi\rho\,d\rho\,\frac{1}{R^6}\left(1-\frac{3\rho^2}{2R^2}\right)
&=\pi n\int_{D^2}^\infty\! du\left[\frac1{u^3}-\frac32\,\frac{u-D^2}{u^4}\right]\nonumber\\
&=\frac{\pi n}{D^4}\left[\frac12-\frac32\left(\frac12-\frac13\right)\right]=\frac{\pi n}{4D^4}.
\end{align}
The result is positive: the plane offers enough atoms that see the close pair from the side to outweigh those that see it nearly end-on.

Let $S=\sum1/r^3$ over one layer, seen from one of its atoms. Each layer has $\tfrac12\sum_r$ pairs per cell, and there are two layers, so $E_3=C_9S\,\pi n/(4D^4)$ per cell. The pair energy is $E_2=-C_6\,\pi n\int_{D^2}^\infty du\,u^{-3}=-C_6\,\pi n/(2D^4)$. With $C_9/C_6=\tfrac34\alpha$,
\begin{equation}
\frac{E_3}{E_2}\to-\frac38\,\alpha S\qquad(D\gg a).
\label{layers}
\end{equation}
For the square lattice $Sa^3=9.034$, so the ratio is $-3.388\,\alpha/a^3$. The full lattice sum gives the coefficient $3.373$ at $D=8a$ and $2.347$ at $D=a$. The triple term is thus repulsive at contact as well, though Eq.~\eqref{layers} overstates it there.

\subsection{Stronger coupling}

To go beyond the triple term for distant layers, treat each layer by its own modes and the coupling across the gap to second order. Consider dipoles varying as $e^{iqx}$ with small $q$. At $q=0$ square symmetry gives $\sum(1-3x^2/r^2)/r^3=-S/2$ in the plane and $S$ perpendicular to it. The long-range field adds a term linear in $q$. A sheet of charge density $\sigma e^{iqx}$ has the potential $(2\pi/q)\sigma e^{iqx-q|z|}$. A longitudinal dipole $p$ per atom makes $\sigma=-iqnp$, hence the potential $-2\pi i\,np$ and the field $-2\pi nq\,p$ in the sheet. Since $T$ gives minus the field, $T_L$ gains $+2\pi nq$. Transverse in-plane dipoles make no charge and gain nothing linear. $T$ is traceless, so the perpendicular component gains $-2\pi nq$:
\begin{equation}
T_L=-\tfrac12S+2\pi nq,\qquad T_z=S-2\pi nq,
\end{equation}
up to terms of order $q^2$.

At height $D$ the potential of one layer is $2\pi n(p_z-ip_L)e^{iqx-qD}$, and its field has components $-iq$ and $+q$ times this. All four couplings between $L$ and $z$ modes of the two layers therefore have the same magnitude, $g=2\pi nq\,e^{-qD}$.

Two oscillators with frequencies $\Omega_1,\Omega_2$ and coupling $\kappa\xi_1\xi_2$ have new frequencies obeying
\begin{equation}
(\Omega_++\Omega_-)^2=\Omega_1^2+\Omega_2^2+2\sqrt{\Omega_1^2\Omega_2^2-\kappa^2}\simeq(\Omega_1+\Omega_2)^2-\frac{\kappa^2}{\Omega_1\Omega_2},
\end{equation}
so the zero-point energy changes by $-\kappa^2/[4\Omega_1\Omega_2(\Omega_1+\Omega_2)]$. Here $|\kappa|=\omega^2\alpha g$, and the frequencies are $\omega A$ and $\omega B$ with $A^2=1+\alpha T_L$, $B^2=1+\alpha T_z$. Adding the pairs $LL$, $zz$, $Lz$, $zL$ and dividing by the value at $A=B=1$, which is the pair energy, gives
\begin{equation}
F(q)=\frac14\left[\frac1{A^3}+\frac1{B^3}+\frac4{AB(A+B)}\right].
\label{ratio}
\end{equation}
The interlayer energy relative to the pair energy is the average of $F$ with weight $g^2q\,dq\propto q^3e^{-2qD}dq$, for which the mean $q$ is $2/D$.

At $q\to0$ and small $s=\alpha S$, the three terms are $1+\tfrac34s$, $1-\tfrac32s$ and $2-\tfrac34s$, so $F=1-\tfrac38s$, in agreement with Eq.~\eqref{layers}. At larger $s$ the in-plane mode softens, $A^{-3}$ grows, and $F$ can exceed 1: the many-body correction then attracts. The term $2\pi nq$ stiffens this mode, and it does so more at smaller $D$.

The long-wave form of $B^2$ vanishes at large $q$ (at $qa=2.5$ for $\alpha/a^3=0.15$), where it no longer applies, so the average is cut off at $qa=2$; a cutoff at $qa=1$ changes the values by about $10^{-4}$. At $D=8a$ the average of Eq.~\eqref{ratio} is $0.916$, $0.959$ and $1.152$ for $\alpha/a^3=0.05$, $0.10$ and $0.15$; the full lattice calculation gives $0.918$, $0.968$ and $1.18$ (the last value moves by about $0.001$ with the sampling of wavevectors). The lattice calculation places the reversal at $\alpha/a^3=0.112$ for $D=8a$ and $0.176$ for $D=4a$. For $D=2a$ and $D=a$ no reversal was found below the stability limits of the sampled modes, $0.196$ and $0.191$. That the same stiffening accounts for these close layers is a plausible extrapolation only, since the small-$q$ form does not hold there.

\section{Magnitudes}

Take the round values $\alpha=1.2$~\AA$^3$ (polarizability volume), $\hbar\omega=15$~eV and $r=a=4$~\AA, so that $\alpha/r^3=1.2/64=0.01875$. Then $C_6=0.75\cdot15\cdot1.44=16.2$~eV\,\AA$^6$ and $C_9=0.5625\cdot15\cdot1.728=14.58$~eV\,\AA$^9$. Equation~\eqref{atm} gives
\begin{align}
\text{triangle:}\quad E_3&=\frac{14.58\times1.375}{4^9}=+7.65\times10^{-5}\ \text{eV},\\
\text{line:}\quad E_3&=\frac{14.58\times(-2)}{4^3\,4^3\,8^3}=-1.39\times10^{-5}\ \text{eV}.
\end{align}
The full many-body energies are $+7.18\times10^{-5}$~eV ($2.64\times10^{-6}$ hartree) and $-1.66\times10^{-5}$~eV ($-6.11\times10^{-7}$ hartree). Both lie below the triple term, so the higher orders together attract in each case. They also move the angle at which a bent trimer changes sign from $117^\circ$ to $114^\circ$.

Relative to the pair energy, the many-body energy is as follows; a positive sign means stronger binding.

\begin{center}
\begin{tabular}{lr@{\qquad}lr}
line of 3 & $+0.21\%$ & layers, $D=4$~\AA & $-3.9\%$\\
line of 13 & $+0.41\%$ & layers, $D=8$~\AA & $-5.3\%$\\
triangle & $-0.60\%$ & layers, $D=16$~\AA & $-5.3\%$\\
cluster of 13 & $-1.95\%$ & layers, $D=32$~\AA & $-4.9\%$
\end{tabular}
\end{center}

At $D=4$~\AA\ the interlayer correction is $+2.67\times10^{-4}$~eV per cell ($9.81\times10^{-6}$ hartree). The relative correction for layers does not grow steadily with distance. The triple term alone rises from $4.4\%$ to $6.3\%$ of the pair energy between 4 and 32~\AA, but the attraction from higher orders rises too, from $0.5\%$ to $1.4\%$.

At this coupling the attraction in a line is a few tenths of a percent of its total pair energy, while the repulsion in the two clusters of the table is $0.60\%$ and $1.95\%$ of theirs. The layer entries are fractions of the interlayer pair energy alone, so they cannot be compared directly with these.

\section{Recommendation}

The conclusion should be replaced by one that names geometry and coupling. In this model the correction strengthens the binding of collinear atoms at every stable coupling. It weakens the binding of the compact clusters and bilayers examined here when the coupling is weak, and for the clusters and the more distant layers that sign reverses before instability. The positive sign of $C_9$ should no longer be offered as the reason for repulsion; the reason is the angular factor, summed over the triples present. The numerical check compares these statements with direct diagonalization, including random lines of unlike atoms, which the proof above does not cover.

\section*{Computed results}
\begin{verbatim}
polarizability volume 1.2 A^3, quantum 15.0 eV, spacing 4.0 A
coupling alpha/r^3 = 0.01875
C6 = 16.200 eV A^6, C9 = 14.580 eV A^9
pair energy at 4.0 A = -3.95638e-03 eV
sign-change angle: formula 117.22, weak-coupling modes 117.16 deg
sign-change angle at example coupling 113.89 deg
bent trimer: angle (deg), triple term (eV), many-body energy (eV)
   60  +7.6475e-05  +7.1773e-05
   90  +1.9664e-05  +1.7892e-05
  120  -1.3380e-06  -3.1551e-06
  150  -1.0985e-05  -1.3400e-05
  180  -1.3905e-05  -1.6635e-05
system: pair sum (eV), many-body (eV), many-body/pair (%)
  chain 3      -7.97456e-03  -1.6635e-05  +0.209
  chain 4      -1.19982e-02  -3.4710e-05  +0.289
  chain 13     -4.82223e-02  -1.9991e-04  +0.415
  triangle     -1.18691e-02  +7.1773e-05  -0.605
  tetrahedron  -2.37383e-02  +2.8327e-04  -1.193
  13-atom      -1.52249e-01  +2.9644e-03  -1.947
cluster: reversal coupling, stability limit (alpha/r^3)
  triangle     0.3271  0.4000
  tetrahedron  0.3344  0.4000
  13-atom      0.1914  0.2407
strong coupling: system, alpha/r^3, many-body (eV), many-body/pair (%)
  chain 3      0.30  -0.5565  +24.73
  triangle     0.30  +0.0452  -1.35
  triangle     0.38  -0.3927  +6.73
layer sum S*a^3 = 9.0336, distant-layer slope 3S/8 = 3.3876
bilayer D (A): pair, many-body (eV per cell), many-body/pair (%)
     4  -6.8917e-03  +2.6687e-04  -3.872
     8  -3.8847e-04  +2.0772e-05  -5.347
    16  -2.4268e-05  +1.2771e-06  -5.263
    32  -1.5167e-06  +7.4843e-08  -4.935
bilayer D (A): third-order slope, third order/pair (%), reversal, limit
     4  2.3468  -4.400  none  0.1913
     8  3.1619  -5.928  none  0.1961
    16  3.3308  -6.245  0.1762  0.1961
    32  3.3734  -6.325  0.1123  0.1961
bilayer D (A): many-body/pair (%) at 0.95 of the stability limit
     4  -6.85
     8  -22.31
    16  +4.34
    32  +56.37
D = 32 A: coupling, full/pair ratio from lattice, from long-wave modes
  0.05  0.9182  0.9158
  0.10  0.9675  0.9588
  0.15  1.1759  1.1524
main many-body energies in hartree
  chain 3      -6.1131e-07
  triangle     +2.6376e-06
  bilayer 4 A  +9.8074e-06
\end{verbatim}
